Second-Order Energy by Quadrature in One Dimension, Including Nodes

**Q.** Second-order perturbation theory asks for a sum over all the other states. In one dimension you claim to need only the state being perturbed. What equation replaces the sum?

**A.** The first-order equation, solved directly. Take

H₀ = −(ħ²/2m) d²/dx² + V(x),

with a real, normalized bound state ψ of energy E, and add λW(x). The functions V and W are real and smooth on an interval whose ends are either hard walls or at infinity. The level is nondegenerate. Expand the energy as E + λE₁ + λ²E₂ + … and the state as ψ + λψ₁ + λ²ψ₂ + …. The terms of order λ and λ² in the Schrödinger equation are

(H₀ − E)ψ₁ = (E₁ − W)ψ,  (1)

(H₀ − E)ψ₂ = (E₁ − W)ψ₁ + E₂ψ.

Multiply each by ψ and integrate. The left sides vanish, because H₀ is Hermitian and (H₀ − E)ψ = 0. Hence

E₁ = ∫ Wψ² dx,  E₂ = ∫ (W − E₁)ψψ₁ dx.  (2)

Equation (1) is the Sternheimer equation. Writing its solution as ψ₁ = fψ gives the Dalgarno-Lewis form.

**Q.** That is still a second-order differential equation. Why should it reduce to integrals?

**A.** Because ψ already solves the homogeneous equation. Let κ = 2m/ħ². The unperturbed equation and equation (1) read

ψ″ = κ(V − E)ψ,

ψ₁″ = κ(V − E)ψ₁ + κ(W − E₁)ψ.

Multiply the second by ψ, the first by ψ₁, and subtract. The terms with V − E cancel:

(ψψ₁′ − ψ′ψ₁)′ = ψψ₁″ − ψ″ψ₁ = κ(W − E₁)ψ².

Define the cumulative function

G(x) = ∫_left^x (W − E₁)ψ² dx′.

At a hard wall ψ and ψ₁ vanish; at infinity they and their derivatives are assumed to decay. The integration constant is therefore zero, and

ψψ₁′ − ψ′ψ₁ = κG.  (3)

At the right end G = ∫Wψ² dx − E₁ = 0, so the boundary condition there is met as well. Nothing has been divided by ψ, so (3) holds at nodes too.

**Q.** Now divide. What does the ground state give?

**A.** The ground state has no interior node, so f = ψ₁/ψ is regular inside the interval. Since f′ = (ψψ₁′ − ψ′ψ₁)/ψ², equation (3) becomes

f′ = κG/ψ².  (4)

One integration gives G and a second gives f. The constant left free in f adds a multiple of ψ to ψ₁. It can be fixed by ∫ψψ₁ dx = 0, but it does not affect E₂, because ∫(W − E₁)ψ² dx = 0.

For the energy, use G′ = (W − E₁)ψ² in (2) and integrate by parts:

E₂ = ∫ fG′ dx = [fG] − ∫ f′G dx.

At a wall, with t the distance from it, ψ is proportional to t and G is of order t³. By (4), f′ is of order t, so f stays finite and fG vanishes. At infinity I assume that W grows slowly enough for fG to vanish and for the integrals to converge. Inserting (4),

E₂ = −κ ∫ G²/ψ² dx  (ground state).  (5)

The integrand is nowhere negative, so E₂ ≤ 0.

**Q.** I would like to see that on a case whose answer is known.

**A.** Take the oscillator with ħ = m = ω = 1, so κ = 2, and W = x. Then ψ² = e^(−x²)/√π, E₁ = 0 and

G = (1/√π) ∫_−∞^x x′e^(−x′²) dx′ = −e^(−x²)/(2√π) = −ψ²/2.

Equation (4) gives f′ = −1. Equation (5) gives

E₂ = −2 ∫ (ψ²/4) dx = −1/2.

Completing the square confirms it: x²/2 + λx = (x + λ)²/2 − λ²/2. Every level falls by λ²/2, and every state moves by −λ.

**Q.** Every level, you say. But an excited state has nodes, and (5) then divides by zero. Is ψ₁ infinite there?

**A.** No; f may be infinite while ψ₁ = fψ is finite. Let a be a node and s = ψ′(a). The slope s is not zero, since a solution with ψ(a) = ψ′(a) = 0 would vanish everywhere. At x = a equation (3) reduces to −sψ₁(a) = κG(a), so

ψ₁(a) = −κG(a)/s.  (6)

The perturbed state vanishes at a displaced point a + δ. To first order, sδ + λψ₁(a) = 0, hence

δ = λκG(a)/s².  (7)

If G(a) ≠ 0, the node moves. The product fψ must then be nonzero at a point where ψ is zero, which forces a pole in f. The pole expresses the motion of the node.

**Q.** Does perturbation theory itself break down near the node, then?

**A.** The additive expansion ψ + λψ₁ does not. What fails there is the factored reading ψ(1 + λf) with λf regarded as a small correction. Near the node |λf| is about |δ|/|x − a|, so it is small only at distances much larger than the node's displacement.

**Q.** Even so, the integral in (5) diverges. How bad is the divergence?

**A.** Put t = x − a. The unperturbed equation gives ψ″(a) = κ(V(a) − E)ψ(a) = 0, so ψ has no quadratic term:

ψ = st + O(t³),  1/ψ² = 1/(s²t²) + O(1).

Also G′ = (W − E₁)ψ² = O(t²), so G = G(a) + O(t³). Therefore

G²/ψ² = G(a)²/(s²t²) + O(1).  (8)

There is a double pole and no 1/t term. With |t| < ε removed, the two sides of the node contribute a divergent part 2G(a)²/(s²ε).

Smoothness of V matters here. If V contained a term g/t, then ψ″(a) would be κgs, ψ would be st(1 + κgt/2 + …), and 1/ψ² would contain −κg/(s²t). The function f would then acquire a logarithm, and the argument would have to be redone.

**Q.** So you discard the infinite part and keep the rest. What justifies that?

**A.** It is not discarded by decree; integration by parts cancels it. By (4) and the expansions above,

f′ = κG(a)/(s²t²) + O(1),

f = −κG(a)/(s²t) + c± + O(t),

where c₊ belongs to t > 0 and c₋ to t < 0.

**Q.** Those are two separate constants. If they differ, your cancellation leaves a finite remainder.

**A.** It would, so their equality has to be shown. Multiply f by ψ = st + O(t³):

ψ₁ = −κG(a)/s + sc±t + O(t²).

The slopes of ψ₁ on the two sides are sc₊ and sc₋. Since ψ₁ solves a second-order equation with smooth coefficients, its derivative is continuous, and c₊ = c₋ = c.

Now remove a window |x − a_j| < ε around each node a_j, with slope s_j, and integrate by parts on the remaining pieces:

∫_out fG′ dx = Σⱼ [f(a_j − ε)G(a_j − ε) − f(a_j + ε)G(a_j + ε)] − ∫_out f′G dx.

At the two edges of a window f equals +κG(a_j)/(s_j²ε) + c and −κG(a_j)/(s_j²ε) + c, up to O(ε), while G equals G(a_j) up to O(ε³). The constants c cancel, and each bracket is

2κG(a_j)²/(s_j²ε) + O(ε).

On the left, fG′ = (W − E₁)ψψ₁ is bounded at the nodes, so the integral tends to E₂ as ε → 0. Using f′ = κG/ψ² on the right,

E₂ = −κ lim_(ε→0) { ∫_out G²/ψ² dx − Σⱼ 2G(a_j)²/(s_j²ε) }.  (9)

The limit in braces is the finite part of the integral. Equation (9) replaces (5) for excited states.

**Q.** Test it on the first excited state of the oscillator, where you have promised −1/2.

**A.** Here ψ² = (2/√π)x²e^(−x²), and again W = x and E₁ = 0. The cumulative function is

G = −(1/√π)(x² + 1)e^(−x²).

Its derivative is −(1/√π)[2x − 2x(x² + 1)]e^(−x²) = (2/√π)x³e^(−x²) = xψ², as required. Then

G²/ψ² = (1/(2√π)) (x² + 2 + 1/x²) e^(−x²).

The first two terms integrate to √π/2 and 2√π, before the prefactor. For the third, integrate by parts on each side of the node:

∫_(|x|>ε) e^(−x²)/x² dx = 2e^(−ε²)/ε − 4∫_ε^∞ e^(−x²) dx = 2/ε − 2√π + O(ε).

With the prefactor, the divergent part is 1/(√π ε). The counterterm has G(0)² = 1/π and s² = 2/√π, so 2G(0)²/(s²ε) is also 1/(√π ε). What remains is

(1/(2√π)) (√π/2 + 2√π − 2√π) = 1/4,

and E₂ = −2 × 1/4 = −1/2. Equation (7) gives δ = 2λ(−1/√π)/(2/√π) = −λ, the rigid displacement found by completing the square.

**Q.** Is there any excited state for which the original formula survives?

**A.** Yes, when G vanishes at every node; the double poles in (8) are then absent. Symmetry can arrange this for a state whose only node is at the centre. Keep the same oscillator state but take W = x², for which E₁ = 3/2. The function (W − E₁)ψ² is even and integrates to zero over the whole line, so it integrates to zero over half of it, and G(0) = 0. Explicitly,

G = −(1/√π)x³e^(−x²),

whose derivative is (2/√π)(x⁴ − 3x²/2)e^(−x²) = (x² − 3/2)ψ². Then G²/ψ² = x⁴e^(−x²)/(2√π). Since ∫x⁴e^(−x²) dx = 3√π/4, the integral is 3/8 and E₂ = −3/4.

The exact energy agrees. The perturbed frequency is √(1 + 2λ), and (3/2)√(1 + 2λ) = 3/2 + 3λ/2 − 3λ²/4 + ….

**Q.** Formula (9) subtracts two large numbers. Can the singularity be removed before integrating?

**A.** Yes. Let k²(x) = κ(E − V), so that ψ″ = −k²ψ, choose a constant q > 0, and define

D = ψ′² + q²ψ²,  u = ψ′/(ψD).

D is positive at nodes as well as at maxima. Its derivative is D′ = 2ψ′ψ″ + 2q²ψψ′ = 2(q² − k²)ψψ′. Differentiating u,

u′ = ψ″/(ψD) − ψ′²/(ψ²D) − ψ′D′/(ψD²)

 = −(k²ψ² + ψ′²)/(ψ²D) + 2(k² − q²)ψ′²/D².

Since k²ψ² + ψ′² = D + (k² − q²)ψ², the first term equals −1/ψ² − (k² − q²)/D. Putting the last piece over D² and using 2ψ′² − D = ψ′² − q²ψ²,

1/ψ² = −u′ + (k² − q²)(ψ′² − q²ψ²)/D².  (10)

Multiply by G² and integrate outside the windows. The term −G²u′ gives boundary terms and +∫2GG′u dx. Near a node u = 1/(s²t) + O(t), so the boundary terms there are

G²u at a + ε, minus G²u at a − ε, = 2G(a)²/(s²ε) + O(ε).

This is the counterterm in (9), and the two cancel. At a wall G²u is of order t⁵ and vanishes; at infinity I assume that it vanishes. With G′ = (W − E₁)ψ²,

E₂ = −κ ∫ [ 2G(W − E₁)ψψ′/D + G²(k² − q²)(ψ′² − q²ψ²)/D² ] dx.  (11)

No denominator vanishes at a node, and the result does not depend on q.

**Q.** The finite part of a positive function sounds as if it could be negative. Can E₂ then be positive?

**A.** Yes, and an electron in a box shows it. Place hard walls at x = ±L/2, and let W = eFx be the potential energy in a uniform field F, with λ = 1. For level n put k = nπ/L and θ = 2k(x + L/2). Then

ψ = √(2/L) sin(θ/2),  ψ² = (1 − cos θ)/L,  ψψ′ = (k/L) sin θ.

By symmetry E₁ = 0. Inside the box k² is constant, so choose q = k. The second term of (11) drops out, D = 2k²/L, and

E₂ = −(κeF/k) ∫ xG sin θ dx.

The cumulative function that vanishes at the left wall is

G = (eF/L)[ (x² − L²/4)/2 − x sin θ/(2k) + (1 − cos θ)/(4k²) ].

Differentiation gives (eF/L)x(1 − cos θ), because the two terms in sin θ/(2k) cancel. Thus E₂ = −(κe²F²/(kL)) I, where I is the integral of x sin θ times the square bracket.

**Q.** Do the integral explicitly; the sign depends on it.

**A.** At both walls sin θ = 0 and cos θ = 1. Integration by parts gives

∫x sin θ dx = −L/(2k),

∫x² cos θ dx = −(1/k)∫x sin θ dx = L/(2k²),

∫x³ sin θ dx = −L³/(8k) + (3/(2k)) × L/(2k²) = −L³/(8k) + 3L/(4k³).

Replacing k by 2k in the first two results gives the integrals with 2θ:

∫x² sin²θ dx = ½∫x² dx − ½∫x² cos 2θ dx = L³/24 − L/(16k²),

∫x sin θ cos θ dx = ½∫x sin 2θ dx = −L/(8k).

The three terms of the bracket contribute, in order,

½[−L³/(8k) + 3L/(4k³)] + L³/(16k) = 3L/(8k³),

−(1/(2k))[L³/24 − L/(16k²)] = −L³/(48k) + L/(32k³),

(1/(4k²))[−L/(2k) + L/(8k)] = −3L/(32k³).

Their sum is I = 5L/(16k³) − L³/(48k) = L(15 − k²L²)/(48k³). With κ = 2m/ħ²,

E₂ = m(eF)²L⁴ (n²π² − 15) / [24ħ²(nπ)⁴].  (12)

For n = 1, π² is less than 15 and the level falls. For n ≥ 2 the second-order shift is positive, so the level rises in a weak field. In a strong field it need not: the full shift of n = 2 turns negative once eFL exceeds about 107 ħ²/(mL²).

**Q.** What pushes the second level up?

**A.** The level below it. Expand ψ₁ in the other eigenstates ψ_j of H₀, with energies E_j. Projecting (1) on ψ_j gives the coefficient W_jn/(E_n − E_j), where W_jn is the matrix element of W, and (2) becomes

E₂ = Σ_(j≠n) |W_jn|²/(E_n − E_j).

Lower states contribute positive terms. For n = 2 in the box, the term from n = 1 outweighs all the others. The ground state has no lower neighbour, in agreement with the sign of (5).

**Q.** Show me the cancellation in (9) for that level, in numbers.

**A.** Use units in which ħ = m = L = eF = 1. The node is at x = 0, where θ = 2π, so G(0) = −1/8. The squared slope is s² = 2k² = 8π² = 78.957. The counterterm is 2 × (1/64)/(78.957ε) = 0.00039579/ε.

For ε = 0.01 the cut integral is 0.039199 and the counterterm is 0.039579. Then

−2 × (0.039199 − 0.039579) = +0.00076.

For ε = 0.001 the same combination is 0.000665, and (12) gives 0.000654. The excess over the limit falls about tenfold when ε does, as the O(ε) remainder requires. Without the counterterm, the two values would be −0.078 and −0.79: the wrong sign, and growing without bound.

**Q.** And in laboratory units?

**A.** Choose L = 10 nm, F = 2 × 10⁵ V/m and the free-electron mass. Then eFL = 2000 µeV and ħ²/(mL²) = 762.0 µeV, so the prefactor in (12) is

m(eF)²L⁴/ħ² = (2000 µeV)²/(762.0 µeV) = 5249 µeV.

The second-order shifts are

n = 1: −0.0021945 × 5249 µeV = −11.52 µeV,

n = 2: +0.00065441 × 5249 µeV = +3.435 µeV.

Diagonalizing the same model at this field gives −11.51 µeV and +3.429 µeV. Relative to these full shifts, the second-order values are off by about 0.06% and 0.2%. Reflection x → −x reverses F without changing the spectrum, so odd orders vanish and the discrepancy starts at fourth order.

These numbers belong to the hard-wall model, not to a semiconductor quantum well, where the mass is an effective mass and the barriers are finite. With m equal to 0.067 electron masses and the same width and field, (12) gives −0.77 µeV and +0.23 µeV. A barrier of 0.3 eV makes the first shift about three times larger and brings the second close to zero, and with a barrier of 0.2 eV the second level falls.

**Q.** Which way does the node of the second level move?

**A.** In scaled units (7) gives 2 × (−0.125)/78.957 = −0.003166 per unit of field. The scaled field is 2000/762.0 = 2.625, so

δ = −0.003166 × 2.625 × 10 nm = −0.083 nm.

The node moves towards lower potential energy. Since E₁ = 0, the energy is unchanged to first order, while the potential is lowered for x < 0. The local wavenumber is therefore larger there, and the wave starting from the left wall reaches its zero sooner.

The mean position moves the other way. Differentiating the energy with respect to λ gives the mean of W in the perturbed state, which is 2λE₂ to first order when E₁ = 0. This is positive for n = 2, so the electron is displaced on average towards higher potential energy.

**Q.** Both your models are very symmetric. Does (9) survive without symmetry, and does the method extend beyond one dimension?

**A.** The derivation of (9) used no symmetry. The numerical check tests (9) and (11) against numerically differentiated eigenvalues for the four lowest levels of an asymmetric anharmonic well, and it tests (3) and (7) against differentiated eigenfunctions.

The reduction to quadrature is a different matter. In several dimensions, away from nodes, the same substitution gives

∇·(ψ²∇f) = κ(W − E₁)ψ².

In one dimension the divergence is an ordinary derivative, and one integration yields ψ²f′. In several dimensions a known divergence does not by itself determine the vector ψ²∇f, so in general a partial differential equation remains to be solved. A radial potential with a radial W is an exception: in three dimensions r times the radial wavefunction obeys a one-dimensional equation (in two dimensions the factor is √r), and the same reduction applies. A W that depends on direction is different. For the hydrogen ground state in a uniform field, f is a function of r times cos θ, and the equation for that function contains the function itself as well as its derivatives. One integration then no longer gives f′.

Values computed for the example and the checks

```
Oscillator, W=x (oscillator units): level, E2 finite part, E2 diagonalization
  0  -0.500000  -0.500000
  1  -0.500000  -0.500000
  2  -0.500000  -0.500000
  3  -0.500000  -0.500000
Level 1: finite part of integral = 0.250000; node shift/strength = -1.000000
Level 1, W=x^2: plain integral E2 = -0.750000, diagonalization = -0.750000 (oscillator units)
Well V=x^2/2+0.1x^3+0.05x^4, W=x-0.4x^2, walls at -5 and 5 (hbar=m=1)
  level, E2 finite part, E2 regular integral (q=1), E2 diagonalization
  0  -0.548860  -0.548860  -0.548860
  1  -0.540834  -0.540834  -0.540834
  2  -0.482803  -0.482803  -0.482803
  3  -0.435983  -0.435983  -0.435984
Box, W=eFx: n, E2 closed form, finite part, diagonalization [m(eF)^2 L^4/hbar^2]
  1  -0.00219452  -0.00219452  -0.00219452
  2  0.00065441  0.00065441  0.00065441
  3  0.00038987  0.00038987  0.00038987
Box n=2 at node: G/(eFL) = -0.125000, L^3 psi'^2 = 78.956835
Box n=2: eps/L, cut integral, counterterm, -2*cut, -2*(cut-counterterm)
  (last four in scaled units hbar=m=L=eF=1)
  0.100  0.00313824  0.00395786  -0.00627649  0.00163923
  0.010  0.03919932  0.03957859  -0.07839865  0.00075852
  0.001  0.39545346  0.39578587  -0.79090692  0.00066483
Electron box length = 10.0 nm
Electric field = 2.0e+05 V/m
Energy unit hbar^2/(m L^2) = 761.9964 micro-eV
Field energy eFL = 2000.0000 micro-eV
Scaled field eFL/(hbar^2/(m L^2)) = 2.624684
Shift prefactor m(eF)^2 L^4/hbar^2 = 5249.3685 micro-eV
n=1: unperturbed energy = 3760.302 micro-eV
n=1: second-order shift = -11.5199 micro-eV, full shift = -11.5134 micro-eV
n=2: unperturbed energy = 15041.206 micro-eV
n=2: second-order shift = 3.4353 micro-eV, full shift = 3.4290 micro-eV
n=2: first-order node displacement = -0.08311 nm
```
